# How often a vacancy exchanges with a tracer in one encounter, part 2

A single vacancy moves through an infinite simple cubic (sc), body-centred cubic (bcc) or face-centred cubic (fcc) crystal with cubic cell edge $a$. Each site has $z$ nearest neighbours, reached by the vectors $\mathbf s$ of length $d$. The vacancy exchanges places with each neighbouring atom at rate $w$, so it performs a simple random walk. One atom, the tracer, is marked but otherwise behaves like the others. An *encounter* is the set of all exchanges between the tracer and this vacancy. It contains $N$ exchanges, with mean $\bar N$, given at least one and counting the first.

If $\mathbf r$ is the vacancy's position relative to the tracer, an exchange turns it into $-\mathbf r$ (part (a)). The vacancy is then again next to the tracer. By the symmetry of the neighbour sites, a further exchange always follows with the walk's return probability $R$. Part (d) therefore gives

$$P(N=n)=(1-R)\,R^{\,n-1},\qquad n=1,2,\dots$$

$$\boxed{\;\bar N=(1-R)\frac1{(1-R)^2}=\frac1{1-R}=G(0)\;}$$

Here $G(\mathbf r)$ is the mean number of visits to the origin by a walk that starts at $\mathbf r$, with the start counted if $\mathbf r=0$. For fcc, $z=12$, $G(0)=1.344661$ and $R=0.256318$.

Let $p_n(\mathbf r)$ be the probability that a walk from the origin is at $\mathbf r$ after $n$ jumps, $v$ the volume per site, and $\sigma^2=d^2/3$ the variance of one jump along one axis. For fcc, $v=a^3/4$ and $\sigma^2=a^2/6$. By part (f), stopping $n$ jumps after the first exchange misses, to leading order, on average

$$\frac{2A_0}{\sqrt n},\qquad A_0=\frac{v}{(2\pi\sigma^2)^{3/2}},$$

exchanges, which is $0.4666/\sqrt n$ for fcc. This is the "late part" or "tail" in the numerical output.

The simulation of part (f) moves both vacancy and tracer and follows 250000 encounters for 300 jumps after the first exchange. For fcc it finds a mean of $1.3186\pm0.0013$ (one standard error).

### (g) Vacancies can disappear at sinks. How much does a spherical sink of radius $L$ around the tracer reduce $\bar N$ in fcc?

**Solution.** Let the vacancy be removed when it first lands outside a sphere of radius $L$ centred on the tracer. We let the sphere move with the tracer, so that every exchange leaves the same situation as the one before. The argument of part (d) then applies unchanged, with $R$ replaced by the probability of a return before removal. The mean number of exchanges is therefore the mean number of visits to the origin before removal.

Compare this with a walk that is not removed. When it leaves the sphere at a site $\mathbf X$, it still has $G(\mathbf X)$ visits to the origin ahead of it on average. These are the visits that the sink suppresses:

$$\bar N_L=G(0)-\overline{G(\mathbf X)} .$$

At a large distance $r$ we may use the Gaussian form of $p_n(\mathbf r)$ and replace the sum over $n$ by an integral:

$$G(\mathbf r)\simeq\int_0^\infty\!dn\,\frac{v}{(2\pi\sigma^2n)^{3/2}}\,e^{-r^2/(2\sigma^2n)} .$$

Put $s=r^2/(2\sigma^2n)$. Then $n^{-3/2}=(2\sigma^2s/r^2)^{3/2}$ and $|dn|=r^2ds/(2\sigma^2s^2)$, so

$$G(\mathbf r)\simeq\frac{v}{(2\pi\sigma^2)^{3/2}}\,\frac{\sqrt{2\sigma^2}}{r}\int_0^\infty s^{-1/2}e^{-s}\,ds=\frac{v}{2\pi\sigma^2r},$$

where the last integral equals $\sqrt\pi$. With the fcc values of $v$ and $\sigma^2$,

$$G(0)-\bar N_L\simeq\frac{3a}{4\pi L}\qquad(L\gg a).$$

The linear equations for the vacancy's relative motion, with the exchange $\mathbf r\to-\mathbf r$ built in, can be solved for a finite sphere. For $L=6a$ the loss is 0.03854, compared with 0.03979 from the formula. For $L=12a$ it is 0.01955, compared with 0.01989. The calculated loss is slightly smaller in both cases. This is the expected sign, because the vacancy is removed at a site beyond $L$, where $G(\mathbf r)$ is smaller than at $L$.

The loss decreases only as $1/L$, but its coefficient is small. To change $\bar N$ by one per cent, that is by 0.0134, the spherical sink must have a radius of only about $18a$.

### (h) Now let the tracer exchange with the vacancy at rate $\gamma w$, while all other rates remain $w$. What is $\bar N$?

**Solution.** The walk is no longer independent of the tracer, but the change acts only when the vacancy is next to it. From a neighbour site there is one exchange, with rate $\gamma w$, and $z-1$ jumps into host sites, each with rate $w$. Let $q$ be the probability that the vacancy, after such a host jump, never again stands on any neighbour site of the tracer. A host jump from one neighbour site directly to another counts as an immediate return. The probability $q$ does not depend on $\gamma$, since no tracer exchange is possible until the vacancy is back on a neighbour site. By symmetry it is the same for all neighbour sites.

Let $R_\gamma$ be the probability of a further exchange. Either the next jump is that exchange, or it is a host jump, the vacancy returns, and the situation repeats:

$$R_\gamma=\frac{\gamma+(z-1)(1-q)R_\gamma}{\gamma+z-1}.$$

Multiply by the denominator and collect the terms with $R_\gamma$. The coefficient is $\gamma+(z-1)-(z-1)(1-q)=\gamma+(z-1)q$, so

$$R_\gamma=\frac{\gamma}{\gamma+(z-1)q},\qquad \frac{R_\gamma}{1-R_\gamma}=\frac{\gamma}{(z-1)q}.$$

The distribution of $N$ is still geometric, and $\bar N_\gamma-1=1/(1-R_\gamma)-1=R_\gamma/(1-R_\gamma)$. At $\gamma=1$ this must equal $G(0)-1$, which fixes $1/[(z-1)q]$. Hence

$$\bar N_\gamma=1+\gamma\,[G(0)-1].$$

For $\gamma\to0$ the vacancy leaves after the first exchange and $\bar N_\gamma\to1$. For large $\gamma$ the two exchange many times before a host atom jumps, and $\bar N_\gamma$ grows in proportion to $\gamma$. For $\gamma=2$ in fcc the formula gives $1+2\times0.3447=1.689$.

The same law holds inside the absorbing sphere, where $G(0)$ is replaced by $\bar N_L$, because the argument uses only the equivalence of the neighbour sites. For $L=6a$ and $\gamma=2$, the linear equations give 1.612248, and the law gives the same number to all digits shown.

A foreign atom generally also changes the rates of the host atoms around it, and it may attract or repel the vacancy. Then $q$ changes as well, and this one-parameter law no longer applies.

### (i) Is $1/G(0)$ the correlation factor of tracer diffusion?

**Solution.** The correlation factor compares the tracer's mean square displacement with that of an uncorrelated walk with the same number of jumps. Displacements from separate encounters are uncorrelated if each new vacancy arrives without memory of the earlier ones. It is then enough to consider one encounter:

$$f=\frac{\overline{X^2}}{\bar N d^2},$$

where $\mathbf X=\mathbf s_1+\mathbf s_2+\dots$ is the tracer's total displacement. We return to $\gamma=1$.

After a tracer jump $\mathbf s_i$, the vacancy sits directly behind the tracer, at $-\mathbf s_i$ from it. Set $\mathbf s_{i+1}=0$ if no further exchange occurs. The surroundings are symmetric about the axis along $\mathbf s_i$: fourfold in sc, threefold in bcc and twofold in fcc. The mean of $\mathbf s_{i+1}$ must therefore lie along this axis, and we write it as $c\,\mathbf s_i$. Repeating the step gives $\overline{\mathbf s_i\cdot\mathbf s_{i+k}}=c^kd^2$ for each jump $i$ that occurs. Therefore

$$\overline{X^2}=\bar Nd^2\left(1+2\sum_{k\ge1}c^k\right)=\bar Nd^2\left(1+\frac{2c}{1-c}\right),\qquad f=\frac{1+c}{1-c}.$$

The number $c$ is the probability $R$ of a further exchange times the mean cosine between the two jumps. The mean number of exchanges fixes $R$ but not the cosine. If every further exchange were a reversal, $c$ would be $-R$, and fcc would have $f=(1-R)/(1+R)=0.592$. If the directions were random, $c$ would vanish and $f$ would be 1.

The fcc simulation, with its 300 jumps after the first exchange, gives $f=0.781\pm0.001$, while $1/G(0)=0.744$. The answer is no. From $f$ we find $c=(f-1)/(f+1)=-0.12$. Dividing by $R$ gives a mean cosine of about $-0.5$ for a further exchange: the tracer tends to jump back, but by no means always along the same line.

### (j) Apply the results to self-diffusion in iridium at 2000 K, and estimate what the model leaves out.

**Solution.** Iridium is an fcc metal, and this fixes $G(0)=1.3447$. The other inputs are rough typical values: lattice parameter 0.38 nm, vacancy formation energy 1.9 eV, formation entropy $2.0\,k_B$, migration energy 2.6 eV and attempt frequency 10 THz. With $k_BT=0.1723$ eV, the fraction of vacant sites is

$$c_v=\exp\!\left(2.0-\frac{1.9}{0.1723}\right)=1.20\times10^{-4},$$

and the exchange rate with one given neighbour is

$$w=10^{13}\,{\rm s^{-1}}\,\exp\!\left(-\frac{2.6}{0.1723}\right)=2.81\times10^{6}\ {\rm s^{-1}} .$$

Each of the tracer's 12 neighbour sites is vacant with probability $c_v$. The total exchange rate of the tracer is therefore

$$\Gamma=12\,w\,c_v=4.06\times10^3\ {\rm s^{-1}} .$$

Every encounter supplies $G(0)$ exchanges on average, so new encounters begin at the rate

$$\frac{\Gamma}{G(0)}=\frac{4.06\times10^3}{1.3447}\ {\rm s^{-1}}=3.02\times10^3\ {\rm s^{-1}},$$

or one every 0.33 ms on average. A vacancy, in contrast, makes a jump every $1/(12w)=30$ ns. The simulation of part (f) found $0.3186$ of the expected $0.3447$ further exchanges within 300 jumps, which is 92 per cent. Here 300 jumps take about 9 µs. About three quarters of the encounters consist of a single tracer jump. In the others, most of the further jumps follow within these few microseconds, whereas a new encounter begins only after a fraction of a millisecond on average. A small remainder of the returns comes later.

The following estimates indicate the scale of the neglected effects for these inputs. Some give a change of $\bar N$, others only a share of the exchanges or a ratio of time scales.

- **Other vacancies.** In the mean time between two encounters of the tracer, a vacancy makes about $1.1\times10^4$ jumps. Suppose first that the count is simply stopped when the next encounter begins. A cut at exactly this number of jumps would give, by part (f), a loss of $0.4666/\sqrt{1.116\times10^4}=0.0044$. New encounters begin at random, however, so the number $n$ of jumps before the next one is roughly exponentially distributed. The mean of $1/\sqrt n$ is then $\sqrt\pi$ times its value at the mean $n$, and the loss becomes about 0.008, or 0.6 per cent of $\bar N$. This figure comes from the stopping rule, because the first vacancy can still reach a tracer that another vacancy has moved. If its later returns are kept, as the definition of an encounter requires, the other vacancies only add tracer moves at a relative rate of about $c_v$. Treating these moves as uncorrelated, part (h) applies with $\gamma=1/(1+c_v)$, and the loss is only about $c_v[G(0)-1]=4\times10^{-5}$. Direct meetings of two vacancies are not included in either figure.
- **Sinks.** For a sink distance of 1 µm, part (g) gives a loss of $9\times10^{-5}$.
- **Divacancies.** There are 6 nearest-neighbour pairs per site, and each pair contains two vacancies. With a rough binding energy of 0.2 eV, the number of paired vacancies per single one is $12c_v\exp(0.2/0.1723)=0.0046$. A vacancy in a pair has 4 jumps out of 12 that keep the pair together. If their barrier is lower by a rough 0.3 eV, pairs cause $0.0046\times\frac13\times\exp(0.3/0.1723)=0.0088$ exchanges per exchange with a single vacancy. This counts only the jumps that keep a pair together. The 7 jumps that break a pair, and the jumps that form one, raise the share to between about 0.010 and 0.014, depending on whether the binding energy adds to the barrier for breaking. About one per cent of the exchanges then lies outside the model.
- **Tracer rate.** A tracer that exchanges 1 per cent faster than the host raises $\bar N$ by 0.0034, by part (h).
- **Memory between jumps.** The ratio of the vacancy's jump rate to the attempt frequency is $3.4\times10^{-6}$. The atoms vibrate some $3\times10^5$ times between jumps, which supports the assumption of independent jumps, though it does not prove it.

For self-diffusion with these inputs, the divacancies supply about one per cent of the exchanges, while the estimated changes of $\bar N$ from other vacancies, sinks and a one per cent faster tracer are each below one per cent. How far the divacancies change $\bar N$ itself is not calculated here, nor is the effect of memory between jumps. The share of the divacancies depends exponentially on two roughly known energies, so it could well differ by a factor of several.

The rates are much less certain than $\bar N$. Lowering the formation energy by 0.1 eV, with all other inputs fixed, multiplies the encounter rate by 1.79 and leaves $G(0)$ unchanged. The times above are therefore orders of magnitude for real iridium, while the value 1.34 rests on the lattice type and on equal, independent jumps of isolated vacancies. A foreign atom in iridium would break the assumption of equal rates. Doubling its exchange rate alone would already raise the mean from 1.34 to 1.69. The values behind these estimates are listed in the numerical output.

## Calculated quantities

```
LATTICE GREEN FUNCTION (dimensionless)
sc: z = 6, G(0) = 1.516386, R = 0.340537
  visits in 40 jumps 1.4140, with tail 1.5177
bcc: z = 8, G(0) = 1.393204, R = 0.282230
  visits in 40 jumps 1.3144, with tail 1.3942
fcc: z = 12, G(0) = 1.344661, R = 0.256318
  visits in 40 jumps 1.2718, with tail 1.3451
SIMULATION: 250000 encounters, 300 vacancy jumps each
sc: mean 1.4783 +- 0.0017, late part 0.0381, sum 1.5164
  further exchange after 1st 0.3407, after 2nd 0.3399 (late part added)
bcc: mean 1.3638 +- 0.0014, late part 0.0293, sum 1.3932
  further exchange after 1st 0.2822, after 2nd 0.2816 (late part added)
fcc: mean 1.3186 +- 0.0013, late part 0.0269, sum 1.3455
  further exchange after 1st 0.2573, after 2nd 0.2553 (late part added)
  fcc <shift^2>/(N d^2) = 0.781 +- 0.001, but 1/G(0) = 0.744
FCC SPHERE WITH ABSORBING OUTSIDE (linear equations)
L = 6 a: N = 1.30612, loss 0.03854, 3a/(4 pi L) = 0.03979
L = 12 a: N = 1.32511, loss 0.01955, 3a/(4 pi L) = 0.01989
gamma = 0.5: N = 1.153062, linear law 1.153062 (L = 6 a)
gamma = 2.0: N = 1.612248, linear law 1.612248 (L = 6 a)
EXAMPLE: fcc Ir, rough inputs
T = 2000 K, kT = 0.1723 eV, a = 0.38 nm
formation 1.9 eV and 2.0 k, migration 2.6 eV
attempt frequency 10 THz
vacancy site fraction c = 1.204e-04
exchange rate per neighbour w = 2.807e+06 1/s
all tracer exchanges z w c = 4.058e+03 1/s
new encounters z w c/G(0) = 3.018e+03 1/s
mean time between encounters = 0.3314 ms
NEGLECTED EFFECTS (estimates)
vacancy jumps between encounters = 1.116e+04
other vacancies: loss in N about 0.0044
sinks at 1.0 um: loss in N about 9.1e-05
pair binding 0.2 eV, pair migration lower by 0.3 eV
paired vacancies per single vacancy = 0.0046
pair exchanges per single-vacancy exchange = 0.0088
tracer rate 1% higher: N rises by 0.00345
vacancy jump rate/attempt frequency = 3.4e-06
formation energy 0.1 eV lower: encounter rate x 1.79
```
